# Zone-Centre Modes of Wurtzite: Symmetry, Infrared and Raman Activity: a numerical check

```python
"""
Result under test: zone-centre displacements of binary wurtzite reduce to
2A1+2B1+2E1+2E2. Optical modes are A1+2B1+E1+2E2; A1 and E1 are infrared
and Raman active, E2 is Raman active only, and B1 is silent.
Symbols: a, c lattice constants; u internal coordinate; A, B species;
sigma_v pure mirror; sigma_d glide. Hartree atomic units are used.
The crystal is a spring model with bond dipoles and bond polarizabilities.
Its responses are computed without using the group-theory selection rules.
"""
import itertools
import numpy as np
from scipy.constants import physical_constants

a, c, u = 6.0, 9.7, 0.38
mass_A, mass_B = 50000.0, 25000.0
k_bond, k_AA, k_BB = 0.10, 0.010, 0.006
bond_charge, bond_ref = 0.4, 3.7
alpha_long, alpha_trans = 10.0, 5.0
to_cm = physical_constants["hartree-inverse meter relationship"][0] / 100

lattice = np.array([[a, 0, 0], [-a/2, np.sqrt(3)*a/2, 0], [0, 0, c]])
fractional = np.array([[1/3, 2/3, 0], [2/3, 1/3, 1/2],
                       [1/3, 2/3, u], [2/3, 1/3, 1/2 + u]])
positions = fractional @ lattice
species = [0, 0, 1, 1]
inverse_lattice = np.linalg.inv(lattice)


def is_lattice_vector(vector):
    f = vector @ inverse_lattice
    return np.allclose(f, np.round(f), atol=1e-8)


# Search all 24 point operations of a hexagonal lattice.
operations = []
for k, mirror, z_sign in itertools.product(range(6), (1, -1), (1, -1)):
    angle = k*np.pi/3
    R = np.array([[np.cos(angle)*mirror, -np.sin(angle), 0],
                  [np.sin(angle)*mirror, np.cos(angle), 0],
                  [0, 0, z_sign]])
    for target in (0, 1):
        shift = positions[target] - R @ positions[0]
        images = []
        for i in range(4):
            moved = R @ positions[i] + shift
            images.append([j for j in range(4) if species[i] == species[j]
                           and is_lattice_vector(moved - positions[j])])
        if not all(len(hit) == 1 for hit in images):
            continue
        D = np.zeros((12, 12))
        for i, hit in enumerate(images):
            j = hit[0]
            D[3*j:3*j+3, 3*i:3*i+3] = R
        half_shift = abs((shift[2]/c) % 1 - 0.5) < 1e-8
        if mirror == 1:
            label = {2: "E", 1: "C6", -1: "C3", -2: "C2"}[
                int(round(R[0, 0] + R[1, 1]))]
        else:
            label = "sigma_d" if half_shift else "sigma_v"
        kept = sum(hit[0] == i for i, hit in enumerate(images))
        operations.append((label, R, D, kept, half_shift))

classes = ["E", "C6", "C3", "C2", "sigma_v", "sigma_d"]
sizes = [sum(op[0] == name for op in operations) for name in classes]
assert len(operations) == 12 and sizes == [1, 2, 2, 1, 3, 3]
for label, R, D, kept, half_shift in operations:
    swaps = label in ("C6", "C2", "sigma_d")
    assert half_shift == swaps and kept == (0 if swaps else 4)
    assert np.isclose(np.trace(D), kept*np.trace(R), atol=1e-10)

table = {"A1": [1, 1, 1, 1, 1, 1], "A2": [1, 1, 1, 1, -1, -1],
         "B1": [1, -1, 1, -1, 1, -1], "B2": [1, -1, 1, -1, -1, 1],
         "E1": [2, 1, -1, -2, 0, 0], "E2": [2, -1, -1, 2, 0, 0]}
characters = np.array(list(table.values()))
assert np.allclose((characters*np.array(sizes)) @ characters.T, 12*np.eye(6))


def class_characters(matrices):
    result = []
    for name in classes:
        values = [np.trace(m) for op, m in zip(operations, matrices)
                  if op[0] == name]
        assert np.ptp(values) < 1e-7
        result.append(np.mean(values))
    return np.array(result)


def reduce_characters(values):
    counts = {}
    for name, row in table.items():
        number = np.dot(np.array(sizes)*row, values)/12
        assert abs(number - round(number)) < 1e-7
        counts[name] = int(round(number))
    return counts


def text(counts):
    return " + ".join((str(n) if n > 1 else "") + name
                      for name, n in counts.items() if n)


def numbers(values):
    return " ".join(str(int(round(x))) for x in values)


chi_total = class_characters([op[2] for op in operations])
chi_vector = class_characters([op[1] for op in operations])
swap = np.zeros((9, 9))
for i, j in itertools.product(range(3), repeat=2):
    swap[3*i+j, 3*j+i] = 1
symmetric = (np.eye(9) + swap)/2
chi_tensor = class_characters([symmetric @ np.kron(op[1], op[1])
                               for op in operations])
for op in operations:
    R = op[1]
    trace_formula = (np.trace(R)**2 + np.trace(R @ R))/2
    assert np.isclose(chi_tensor[classes.index(op[0])], trace_formula)
total = reduce_characters(chi_total)
vector = reduce_characters(chi_vector)
tensor = reduce_characters(chi_tensor)
optical = {name: total[name] - vector[name] for name in table}
assert total == dict(A1=2, A2=0, B1=2, B2=0, E1=2, E2=2)
assert vector == dict(A1=1, A2=0, B1=0, B2=0, E1=1, E2=0)
assert tensor == dict(A1=2, A2=0, B1=0, B2=0, E1=1, E2=1)
renamed = reduce_characters(chi_total[[0, 1, 2, 3, 5, 4]])
assert renamed["B1"] == 0 and renamed["B2"] == 2

# Compare character projectors with the directly drawn displacement patterns.
for name, phase, directions in [("A1", 1, [0, 0, 1]),
                                ("B1", -1, [0, 0, 1]),
                                ("E1", 1, [1, 1, 0]),
                                ("E2", -1, [1, 1, 0])]:
    projector = sum(table[name][classes.index(op[0])]*op[2]
                    for op in operations)*table[name][0]/12
    pattern = np.kron(np.eye(2), np.kron(
        np.array([[1, phase], [phase, 1]])/2, np.diag(directions)))
    assert np.allclose(projector, pattern, atol=1e-10)

# Build springs and bonds directly from interatomic distances.
force_constants = np.zeros((12, 12))
bonds = []
same_species_count = 0
for i, j in itertools.combinations(range(4), 2):
    for cell in itertools.product(range(-2, 3), repeat=3):
        separation = positions[i] - positions[j] - np.array(cell) @ lattice
        length = np.linalg.norm(separation)
        different = species[i] != species[j]
        if length > (4.0 if different else 6.5):
            continue
        if different:
            stiffness = k_bond
            bonds.append((i, j, separation))
        else:
            stiffness = k_AA if species[i] == 0 else k_BB
            same_species_count += 1
        stretch = np.zeros(12)
        stretch[3*i:3*i+3] = separation/length
        stretch[3*j:3*j+3] = -separation/length
        force_constants += stiffness*np.outer(stretch, stretch)
assert len(bonds) == 8 and same_species_count == 12


def moments(displacement):
    shifts = displacement.reshape(4, 3)
    dipole, polarizability = np.zeros(3), np.zeros((3, 3))
    for i, j, separation in bonds:
        d = separation + shifts[i] - shifts[j]
        length = np.linalg.norm(d)
        ratio = length/bond_ref
        nn = np.outer(d, d)/length**2
        dipole += bond_charge*ratio*d
        polarizability += (alpha_long*ratio**3*nn
                           + alpha_trans*ratio*(np.eye(3) - nn))
    return dipole, polarizability


step = 1e-4
born = np.zeros((3, 12))
raman = np.zeros((3, 3, 12))
for coordinate in range(12):
    displacement = np.zeros(12)
    displacement[coordinate] = step
    plus, minus = moments(displacement), moments(-displacement)
    born[:, coordinate] = (plus[0] - minus[0])/(2*step)
    raman[:, :, coordinate] = (plus[1] - minus[1])/(2*step)
Z_xy, Z_z = born[0, 0], born[2, 2]
for atom in range(4):
    sign = 1 if species[atom] == 0 else -1
    assert np.allclose(born[:, 3*atom:3*atom+3],
                       sign*np.diag([Z_xy, Z_xy, Z_z]), atol=1e-6)

masses = np.repeat([mass_A, mass_A, mass_B, mass_B], 3)
dynamical = force_constants/np.sqrt(np.outer(masses, masses))
for op in operations:
    assert np.allclose(op[2] @ dynamical, dynamical @ op[2], atol=1e-15)
omega2, eigenvectors = np.linalg.eigh(dynamical)
assert np.max(np.abs(omega2[:3])) < 1e-10*omega2[-1]
assert omega2[3] > 1e-4*omega2[-1]
acoustic = eigenvectors[:, :3]
chi_acoustic = class_characters([acoustic.T @ op[2] @ acoustic
                                 for op in operations])
assert np.allclose(chi_acoustic, chi_vector, atol=1e-7)

groups = [[3]]
for index in range(4, 12):
    if abs(omega2[index] - omega2[groups[-1][0]]) < 1e-8*omega2[-1]:
        groups[-1].append(index)
    else:
        groups.append([index])

modes = []
for group in groups:
    V = eigenvectors[:, group]
    chi = class_characters([V.T @ op[2] @ V for op in operations])
    names = [name for name, row in table.items()
             if np.allclose(chi, row, atol=1e-6)]
    assert len(names) == 1
    name = names[0]
    displacements = V/np.sqrt(masses)[:, None]
    displacements /= np.linalg.norm(displacements, axis=0)
    if name == "A1" and displacements[2, 0] < 0:
        displacements *= -1
    dipoles = born @ displacements
    tensors = np.einsum("abi,im->mab", raman, displacements)
    dipole_size = np.sqrt(np.sum(dipoles**2)/len(group))
    raman_size = np.sqrt(np.sum(tensors**2)/len(group))
    for size, allowed in [(dipole_size, vector[name] > 0),
                          (raman_size, tensor[name] > 0)]:
        assert size > 1e-3 if allowed else size < 1e-6
    for T in tensors:
        if name == "A1":
            expected = np.diag([T[0, 0], T[0, 0], T[2, 2]])
        elif name == "E1":
            expected = np.array([[0, 0, T[0, 2]], [0, 0, T[1, 2]],
                                 [T[0, 2], T[1, 2], 0]])
        elif name == "E2":
            expected = np.array([[T[0, 0], T[0, 1], 0],
                                 [T[0, 1], -T[0, 0], 0], [0, 0, 0]])
        else:
            expected = np.zeros((3, 3))
        assert np.allclose(T, expected, atol=1e-6)
    modes.append((name, len(group), np.sqrt(omega2[group[0]]),
                  dipole_size, raman_size, displacements, tensors))
assert {name: sum(m[0] == name for m in modes) for name in table} == optical

# Hand formulas for the two polar optical modes.
slanted_length = np.sqrt(a*a/3 + ((0.5-u)*c)**2)
slant_cosine = (0.5-u)*c/slanted_length
K_z = k_bond*(1 + 3*slant_cosine**2)
K_xy = 1.5*k_bond*(1 - slant_cosine**2)
reduced_mass = mass_A*mass_B/(mass_A + mass_B)
dipole_factor = np.sqrt(2)*(mass_A + mass_B)/np.hypot(mass_A, mass_B)
hand_energy = {"A1": np.sqrt(K_z/reduced_mass),
               "E1": np.sqrt(K_xy/reduced_mass)}
hand_dipole = {"A1": dipole_factor*Z_z, "E1": dipole_factor*Z_xy}
for mode in modes:
    if mode[0] in hand_energy:
        assert np.isclose(mode[2], hand_energy[mode[0]], rtol=1e-9)
        assert np.isclose(mode[3], hand_dipole[mode[0]], rtol=1e-6)
        assert np.allclose(mass_A*mode[5][:3] + mass_B*mode[5][6:9],
                           0, atol=1e-5)

print("Class order:", ", ".join(f"{n} {s}" for n, s in zip(classes, sizes)))
print("Characters, all displacements:", numbers(chi_total))
print("Characters, vector:", numbers(chi_vector))
print("Characters, symmetric tensor:", numbers(chi_tensor))
print("All displacements:", text(total))
print("Acoustic modes:", text(vector))
print("Optical modes:", text(optical))
print("Symmetric tensor:", text(tensor))
print("All displacements with mirror names exchanged:", text(renamed))
print(f"a = {a:.1f} bohr, c = {c:.1f} bohr, u = {u:.2f}")
print(f"Masses A, B = {mass_A:.0f}, {mass_B:.0f} electron masses")
print(f"Springs bond, AA, BB = {k_bond:.3f}, {k_AA:.3f}, {k_BB:.3f} Ha/bohr^2")
print("Spring cutoffs: unlike 4.0 bohr, like 6.5 bohr")
print(f"Bond dipole: {bond_charge:.1f} e * (d/{bond_ref:.1f} bohr) * d vector")
print(f"Longitudinal bond polarizability: {alpha_long:.1f}"
      f" * (d/{bond_ref:.1f} bohr)^3 bohr^3")
print(f"Transverse bond polarizability: {alpha_trans:.1f}"
      f" * (d/{bond_ref:.1f} bohr) bohr^3")
print(f"Vertical bond length = {u*c:.4f} bohr")
print(f"Slanted bond length = {slanted_length:.4f} bohr")
print(f"Slant cosine = {slant_cosine:.5f}")
print(f"K_z = {K_z:.6f} Ha/bohr^2")
print(f"K_xy = {K_xy:.6f} Ha/bohr^2")
print(f"Reduced mass = {reduced_mass:.2f} electron masses")
print(f"Born charge of A: in-plane {Z_xy:.4f} e, axial {Z_z:.4f} e")
print(f"Polar-mode dipole factor = {dipole_factor:.5f}")
for name in ("A1", "E1"):
    print(f"Hand {name}: energy {1000*hand_energy[name]:.5f} mHa,"
          f" dipole derivative {hand_dipole[name]:.4f} e")
print("Optical modes from diagonalization; responses are rms per partner:")
for name, degeneracy, energy, dipole, response, displacements, T in modes:
    print(f"{name}, degeneracy {degeneracy}: {1000*energy:.5f} mHa"
          f" = {energy*to_cm:.2f} cm^-1;"
          f" dipole {dipole:.4f} e; Raman {response:.4f} bohr^2")
for mode in modes:
    if mode[0] == "A1":
        print(f"A1 Raman tensor (A moves +z): xx = yy = {mode[6][0,0,0]:.4f},"
              f" zz = {mode[6][0,2,2]:.4f} bohr^2")
print("PASS")
```

It prints:

```
Class order: E 1, C6 2, C3 2, C2 1, sigma_v 3, sigma_d 3
Characters, all displacements: 12 0 0 0 4 0
Characters, vector: 3 2 0 -1 1 1
Characters, symmetric tensor: 6 2 0 2 2 2
All displacements: 2A1 + 2B1 + 2E1 + 2E2
Acoustic modes: A1 + E1
Optical modes: A1 + 2B1 + E1 + 2E2
Symmetric tensor: 2A1 + E1 + E2
All displacements with mirror names exchanged: 2A1 + 2B2 + 2E1 + 2E2
a = 6.0 bohr, c = 9.7 bohr, u = 0.38
Masses A, B = 50000, 25000 electron masses
Springs bond, AA, BB = 0.100, 0.010, 0.006 Ha/bohr^2
Spring cutoffs: unlike 4.0 bohr, like 6.5 bohr
Bond dipole: 0.4 e * (d/3.7 bohr) * d vector
Longitudinal bond polarizability: 10.0 * (d/3.7 bohr)^3 bohr^3
Transverse bond polarizability: 5.0 * (d/3.7 bohr) bohr^3
Vertical bond length = 3.6860 bohr
Slanted bond length = 3.6544 bohr
Slant cosine = 0.31852
K_z = 0.130436 Ha/bohr^2
K_xy = 0.134782 Ha/bohr^2
Reduced mass = 16666.67 electron masses
Born charge of A: in-plane 2.1162 e, axial 2.1024 e
Polar-mode dipole factor = 1.89737
Hand A1: energy 2.79753 mHa, dipole derivative 3.9891 e
Hand E1: energy 2.84375 mHa, dipole derivative 4.0152 e
Optical modes from diagonalization; responses are rms per partner:
E2, degeneracy 2: 0.65744 mHa = 144.29 cm^-1; dipole 0.0000 e; Raman 0.0361 bohr^2
B1, degeneracy 1: 1.79143 mHa = 393.17 cm^-1; dipole 0.0000 e; Raman 0.0000 bohr^2
A1, degeneracy 1: 2.79753 mHa = 613.99 cm^-1; dipole 3.9891 e; Raman 8.6467 bohr^2
E1, degeneracy 2: 2.84375 mHa = 624.13 cm^-1; dipole 4.0152 e; Raman 4.3178 bohr^2
B1, degeneracy 1: 2.84838 mHa = 625.15 cm^-1; dipole 0.0000 e; Raman 0.0000 bohr^2
E2, degeneracy 2: 2.92344 mHa = 641.62 cm^-1; dipole 0.0000 e; Raman 6.8265 bohr^2
A1 Raman tensor (A moves +z): xx = yy = 3.1344, zz = -7.4241 bohr^2
PASS
```
